# Surface scattering in thick ferromagnetic films with two spin channels

A ferromagnetic film of thickness \(d\) carries a current in its plane. Spin-up and spin-down electrons have different mean free paths, and each spin species conducts as a separate channel. The problem is to find which single length describes the resistivity increase due to the surfaces, and when one length is enough.

**Model.** Channel \(s\) (\(s=\uparrow,\downarrow\)) has a spherical Fermi surface of radius \(k_s\), a relaxation time \(\tau_s\) and a mean free path \(\lambda_s=v_s\tau_s\), where \(v_s\) is the Fermi velocity. Electrons do not change channel. The carrier charge is \(-e\), the field \(E\) points along \(x\), and the film occupies \(0<z<d\). Each surface reflects a fraction \(p\) of the electrons specularly and scatters the rest diffusely, with \(0\le p\le1\). Grain boundaries are absent. The conductivity formulas below have the same form in Gaussian and SI units; numbers are given in nm and μΩ cm.

## (a) Kinetic equation and bulk conductivity

*Linearize the Boltzmann equation for one channel, and express the local conductivity through a function with the dimension of length.*

**Solution.** Write the distribution as \(f_0+\delta f_s\). To first order in \(E\), the force \(-eE\) acts on \(f_0\) alone, and the steady state obeys

\[
v_z\frac{\partial\delta f_s}{\partial z}-eEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f_s}{\tau_s}.
\]

Set \(\delta f_s=eE\,(v_x/v)\,(\partial f_0/\partial\varepsilon)\,g_s\). Dividing by \(eEv_x\,\partial f_0/\partial\varepsilon\) and writing \(\mu=v_z/v\) gives

\[
\mu\frac{\partial g_s}{\partial z}+\frac{g_s}{\lambda_s}=1 .
\]

Far from any surface the derivative vanishes and \(g_s=\lambda_s\). Thus \(g_s\) is the length over which an electron has gathered momentum from the field.

The current density of the channel is

\[
j_s=-e\int\!\frac{d^3k}{(2\pi)^3}\,v_x\,\delta f_s
=e^2E\int\!\frac{d^3k}{(2\pi)^3}\,\frac{v_x^2}{v}\left(-\frac{\partial f_0}{\partial\varepsilon}\right)g_s .
\]

Use \(d^3k=k^2\,dk\,d\mu\,d\varphi\), \(dk=d\varepsilon/(\hbar v)\) and \(v_x^2=v^2(1-\mu^2)\cos^2\varphi\). At low temperature \(-\partial f_0/\partial\varepsilon\) is a delta function at the Fermi energy, and the integral of \(\cos^2\varphi\) is \(\pi\). The velocities cancel:

\[
\frac{j_s}{E}=\frac{e^2k_s^2}{8\pi^2\hbar}\int_{-1}^{1}(1-\mu^2)g_s\,d\mu
=K_s\,\frac34\int_{-1}^{1}(1-\mu^2)g_s\,d\mu,
\qquad K_s=\frac{e^2k_s^2}{6\pi^2\hbar}.
\]

Since \(\int_{-1}^{1}(1-\mu^2)d\mu=4/3\), the bulk conductivity is \(\sigma_s=K_s\lambda_s\). The factor \(K_s\) depends on the Fermi surface alone, and scattering enters through \(\lambda_s\).

## (b) One channel in a film

*Impose the surface conditions and average the conductivity over the thickness.*

**Solution.** Specular reflection reverses \(v_z\) and keeps \(v_x\), so it hands on \(g_s\) unchanged. Diffusely scattered electrons have no preferred direction along \(x\) and contribute nothing to \(g_s\). An electron leaving a surface therefore carries \(p\) times the \(g_s\) of the one arriving.

Let \(u=|\mu|\), and let \(g_+\) and \(g_-\) refer to motion towards larger and smaller \(z\). The general solution for \(g_+\) is

\[
g_+(z)=\lambda_s\left[1-A\,e^{-z/(\lambda_su)}\right].
\]

The two surfaces are alike, so \(g_-(z)=g_+(d-z)\). The condition at \(z=0\) is then \(g_+(0)=p\,g_-(0)=p\,g_+(d)\). With \(E_s=e^{-d/(\lambda_su)}\), the probability of crossing the film without a collision,

\[
1-A=p(1-AE_s)\quad\Rightarrow\quad A=\frac{1-p}{1-pE_s}.
\]

The average of \(e^{-z/(\lambda_su)}\) over the thickness is \((\lambda_su/d)(1-E_s)\), hence

\[
\overline{g_+}=\overline{g_-}=\lambda_s\left[1-\frac{\lambda_su}{d}\,\frac{(1-p)(1-E_s)}{1-pE_s}\right].
\]

Both directions contribute equally to the angular integral, which becomes \(\tfrac32\int_0^1(1-u^2)\,\overline{g_+}\,du\). Call the ratio of film to bulk conductivity \(\phi_s\):

\[
\phi_s=1-\frac{3(1-p)\lambda_s}{2d}\int_0^1(u-u^3)\,\frac{1-E_s}{1-pE_s}\,du .
\]

This is the Fuchs formula. For \(p=1\) it gives \(\phi_s=1\): perfectly specular surfaces cost nothing in this geometry.

## (c) The thick film

*Find the leading correction for \(d>\lambda_s\) and bound what is left out.*

**Solution.** Separate the part that survives when no electron crosses the film freely:

\[
\frac{1-E_s}{1-pE_s}=1-\frac{(1-p)E_s}{1-pE_s}.
\]

The first term needs \(\int_0^1(u-u^3)du=\tfrac12-\tfrac14=\tfrac14\). Therefore

\[
\phi_s=1-\frac{3(1-p)\lambda_s}{8d}+r_s,\qquad
r_s=\frac{3(1-p)^2\lambda_s}{2d}\int_0^1(u-u^3)\frac{E_s}{1-pE_s}\,du .
\]

For \(p<1\) the integrand of \(r_s\) is positive. Since \(u\le1\), we have \(E_s\le e^{-d/\lambda_s}\), and also \((1-p)/(1-pE_s)\le1\). So

\[
0<r_s\le\frac{3(1-p)\lambda_s}{8d}\,e^{-d/\lambda_s}.
\]

There is no term in \((\lambda_s/d)^2\). Each surface disturbs \(g_s\) in a layer about one mean free path deep, and the loss from one layer does not depend on \(d\). The layers influence each other through electrons that cross the whole film without a collision, and these are exponentially rare.

## (d) Two channels and their common length

*Add the channels. Which mean free path appears in the total conductivity? What changes if \(p\) depends on spin?*

**Solution.** Both channels feel the same field and their currents add, so conductivities add. With \(\sigma_0=\sigma_\uparrow+\sigma_\downarrow\),

\[
\sigma_{\rm film}=\sum_s\sigma_s\phi_s
=\sigma_0-\frac{3(1-p)}{8d}\sum_s\sigma_s\lambda_s+\sum_s\sigma_sr_s .
\]

Taking out \(\sigma_0\) gives

\[
\sigma_{\rm film}=\sigma_0\left[1-\frac{3(1-p)\lambda_{\rm eff}}{8d}\right]+R,
\qquad
\boxed{\lambda_{\rm eff}=\frac{\sigma_\uparrow\lambda_\uparrow+\sigma_\downarrow\lambda_\downarrow}{\sigma_\uparrow+\sigma_\downarrow}}
\]

where \(R=\sum_s\sigma_sr_s\). With \(x=3(1-p)\lambda_{\rm eff}/(8d)\), the bound of part (c) gives \(0<R\le\sigma_0\,x\,e^{-d/\lambda_{\max}}\) for \(p<1\), where \(\lambda_{\max}\) is the longer of the two paths.

The weights have a direct meaning. A channel loses the fraction \(3(1-p)\lambda_s/(8d)\) of its own conductivity, and this loss counts in proportion to the current the channel carries. If \(\lambda_\uparrow=\lambda_\downarrow\), the common value returns. The path of a channel drops out when its product \(\sigma_s\lambda_s\) is small, and a small \(\sigma_s\) alone is not enough: with \(K_s\) in the ratio 1:400 and paths of 100 and 5 nm, the first channel carries 5% of the current, yet \(\lambda_{\rm eff}=9.5\) nm.

For spin-dependent specularity \(p_s\), the factor \(1-p_s\) stays inside the sum:

\[
(1-p)\lambda_{\rm eff}\;\longrightarrow\;\frac{\sum_s\sigma_s(1-p_s)\lambda_s}{\sigma_0}.
\]

A thick-film measurement then yields this combination, and cannot separate an average specularity from an average path.

Both statements were tested against a direct numerical solution of the boundary-value problem of part (b), with \(k_\uparrow=14\) and \(k_\downarrow=11\) nm⁻¹, \(\lambda_\uparrow=15\) and \(\lambda_\downarrow=5\) nm, and \(d=150\) nm. For \(p=0\) the length inferred from the conductivity loss was 13.294 nm, against a weighted average of 13.293 nm. For \(p_\uparrow=0.4\), \(p_\downarrow=0\) the values were 8.318 and 8.317 nm. The excess of 0.001 nm in both cases is discretization error: because \(R>0\), the exact inferred length lies below the average, here by less than \(10^{-4}\) nm.

## (e) What a resistivity plot measures

*Find the film resistivity, and the slope of \(\rho\) against \(1/d\) for thick films. How does spin asymmetry change this slope?*

**Solution.** Neglecting \(R\), and with \(\rho_0=1/\sigma_0\),

\[
\rho_{\rm film}=\frac{\rho_0}{1-x}=\rho_0\,(1+x+x^2+\dots).
\]

The linear law for the conductivity has an exponentially small error. The linear law for the resistivity, \(\rho_0(1+x)\), has an error of order \(x^2\), which fades much more slowly with thickness. The initial slope is

\[
\frac{d\rho_{\rm film}}{d(1/d)}\bigg|_{1/d\to0}=\frac38(1-p)\,\rho_0\lambda_{\rm eff},
\qquad
\rho_0\lambda_{\rm eff}=\frac{\sum_sK_s\lambda_s^2}{\left(\sum_sK_s\lambda_s\right)^2}.
\]

In a metal with equal paths, \(\rho_0\lambda_{\rm eff}=1/\sum_sK_s\), a property of the Fermi surface. In general, the Cauchy–Schwarz inequality applied to \(\sqrt{K_s}\) and \(\sqrt{K_s}\lambda_s\) gives

\[
\Big(\sum_sK_s\lambda_s\Big)^2\le\sum_sK_s\,\sum_sK_s\lambda_s^2
\quad\Rightarrow\quad
\rho_0\lambda_{\rm eff}\ge\frac{1}{\sum_sK_s}.
\]

For equal \(K_s=K\), write \(\lambda_{\uparrow,\downarrow}=\bar\lambda(1\pm\beta)\) with \(0\le\beta<1\). Then \(\sum\lambda_s=2\bar\lambda\) and \(\sum\lambda_s^2=2\bar\lambda^2(1+\beta^2)\), so

\[
\lambda_{\rm eff}=\bar\lambda(1+\beta^2),\qquad
\rho_0=\frac1{2K\bar\lambda},\qquad
\rho_0\lambda_{\rm eff}=\frac{1+\beta^2}{2K}.
\]

At a fixed Fermi surface with equal \(K_s\) and fixed \(p\), spin asymmetry steepens the size effect by the factor \(1+\beta^2\), which stays below two. For unequal \(K_s\) the factor is \(\sum_sK_s\sum_sK_s\lambda_s^2/(\sum_sK_s\lambda_s)^2\) and can exceed two: it is 2.15 for \(k_\uparrow=11\), \(k_\downarrow=14\) nm⁻¹ and paths of 15 and 1 nm. Within this model, with a common \(p\), the product \(1/\sum_sK_s\) computed from the Fermi surface alone underestimates the slope whenever the two paths differ.

## (f) Can one channel replace two in a thin film?

*Compare the two-channel film with a single Fuchs channel that has the same \(\sigma_0\) and the path \(\lambda_{\rm eff}\), at any thickness.*

**Solution.** Let \(q=\lambda u/d\) and

\[
h(y)=\frac{(1-p)(1-e^{-y})}{1-pe^{-y}},\qquad
\phi(\lambda)=1-\frac32\int_0^1(1-u^2)\,q\,h(1/q)\,du .
\]

This is the formula of part (b) rewritten. Two derivatives show the curvature of the integrand:

\[
\frac{d}{dq}\big[q\,h(1/q)\big]=h(1/q)-\frac{h'(1/q)}{q},\qquad
\frac{d^2}{dq^2}\big[q\,h(1/q)\big]=\frac{h''(1/q)}{q^3}.
\]

In the second derivative, the two terms \(\mp h'/q^2\) have cancelled. Direct differentiation gives

\[
h'(y)=\frac{(1-p)^2e^{-y}}{(1-pe^{-y})^2},\qquad
h''(y)=-\frac{(1-p)^2e^{-y}(1+pe^{-y})}{(1-pe^{-y})^3}<0\quad(p<1).
\]

So \(q\,h(1/q)\) is concave in \(q\), and \(\phi\) is convex in \(\lambda\). Jensen's inequality with weights \(\sigma_s/\sigma_0\) then yields

\[
\frac{\sigma_{\rm film}}{\sigma_0}=\sum_s\frac{\sigma_s}{\sigma_0}\,\phi(\lambda_s)\;\ge\;\phi(\lambda_{\rm eff}).
\]

The single channel never overestimates the conductivity, so it never underestimates the resistivity. In a thick film the difference is exponentially small, because both sides share the same linear term.

The opposite limit, \(d\ll\lambda_s\) with \(p=0\), shows how far the two can part. For \(u\gg d/\lambda_s\), expanding the exponential gives \(1-q(1-e^{-1/q})\approx1/(2q)=d/(2\lambda_su)\). The integral over \(u\) from about \(d/\lambda_s\) to 1 is logarithmic:

\[
\phi_s\approx\frac32\cdot\frac{d}{2\lambda_s}\ln\frac{\lambda_s}{d}
\quad\Rightarrow\quad
\sigma_{\rm film}\approx\frac{3d}{4}\sum_sK_s\ln\frac{\lambda_s}{d}.
\]

For equal \(K\), the single channel gives \(\sigma_0\phi(\lambda_{\rm eff})\approx2K\bar\lambda\,(3d/4\lambda_{\rm eff})\ln(\lambda_{\rm eff}/d)\). To leading logarithm this is smaller by the factor \(1/(1+\beta^2)\). The limit is approached very slowly: for the parameters of part (g) it is 0.80, while the full formulas give 0.90 at \(d=1\) nm and 0.86 at 0.1 nm. Both thicknesses lie outside the semiclassical model, since \(k_Fd/\pi\) is only 4.5 at 1 nm. The conductivity-weighted path is thus a thick-film quantity.

## (g) Numbers for a cobalt-like film

*Take \(k_\uparrow=k_\downarrow=14\) nm⁻¹, \(\lambda_\uparrow=15\) nm, \(\lambda_\downarrow=5\) nm and \(p=0\). Find \(\lambda_{\rm eff}\), and judge the approximations between 10 and 120 nm.*

**Solution.** The Fermi surface gives \(K=8.06\times10^{14}\) S/m² per channel. Then \(1/(K\lambda_s)\) is 8.27 μΩ cm for spin up and 24.82 μΩ cm for spin down, and in parallel \(\rho_0=6.21\) μΩ cm. The weights are \(15/20=0.75\) and \(5/20=0.25\), so

\[
\lambda_{\rm eff}=0.75\times15+0.25\times5=12.5\ \text{nm},
\]

compared with a plain mean of 10 nm. Here \(\beta=0.5\), and \(\rho_0\lambda_{\rm eff}=7.76\times10^{-16}\) Ω m² is 1.25 times the Fermi-surface value \(1/(2K)=6.21\times10^{-16}\) Ω m².

At \(d=30\) nm, \(x=3\times12.5/(8\times30)=0.15625\). The linear conductivity law gives \(6.206/(1-0.15625)=7.36\) μΩ cm, and the full two-channel formula gives 7.31 μΩ cm. Resistivities in μΩ cm at other thicknesses are:

| \(d\) (nm) | full | \(\rho_0/(1-x)\) | \(\rho_0(1+x)\) | one channel |
|---|---|---|---|---|
| 10 | 9.59 | 11.68 | 9.12 | 9.80 |
| 15 | 8.48 | 9.03 | 8.15 | 8.58 |
| 30 | 7.31 | 7.36 | 7.18 | 7.33 |
| 60 | 6.73 | 6.73 | 6.69 | 6.73 |
| 120 | 6.46 | 6.46 | 6.45 | 6.46 |

At 30 nm, twice the longer path, the linear conductivity law is 0.6% high and the linear resistivity law 1.9% low. At 10 and 15 nm the order is reversed. The linear resistivity law drops the terms from \(x^2\) upwards, which would raise \(\rho\), and also drops \(R\), which would lower it. The two omissions partly cancel, so its better figure there does not make it a sound expansion. The single channel lies above the full result, as part (f) requires, but by just 2% at 10 nm.

The choice of plot matters more. A straight line fitted to the full \(\rho\) against \(1/d\) between 20 and 100 nm returns \(\rho_0=6.155\) μΩ cm and a path of 15.1 nm, which is 21% above \(\lambda_{\rm eff}\). Over this range the curve is steeper than at \(1/d\to0\), mainly through the \(x^2\) term, so the line is too steep and its intercept too low. Conductivity avoids this bias, but only in thick films: fitted over the same 20 to 100 nm it returns 11.2 to 11.6 nm, depending on the sampling, which is too low because \(R\) is not negligible at 20 nm. At 60 and 120 nm the resistivities still give 14.1 nm, whereas the conductivities are

\[
\frac1{6.731}=0.14857,\qquad \frac1{6.458}=0.15485\quad(\mu\Omega\,\text{cm})^{-1}.
\]

The difference, 0.00628, belongs to a step of \(1/120\) nm⁻¹ in \(1/d\). The slope has magnitude \(0.00628\times120=0.754\), and the intercept is \(0.15485+0.00628=0.16113\). Hence \(\lambda=(8/3)\times0.754/0.16113=12.48\) nm; unrounded conductivities give 12.45 nm, within 0.5% of \(\lambda_{\rm eff}\).

## (h) How far a real film departs from the model

*Estimate the neglected effects for the same parameters.*

**Solution.** The bulk resistivity of cobalt at room temperature is roughly 6 μΩ cm, which the chosen parameters reproduce. The two paths and the spherical Fermi surface are round model choices; cobalt's real Fermi surface has several sheets. The estimates below change one thing at a time.

*Grain boundaries.* Suppose that boundaries normal to the current, with spacing \(D\) and reflection coefficient \(R_g\), add a scattering rate \(\alpha_s/(|w|\tau_s)\), where \(w=v_x/v\) and \(\alpha_s=(\lambda_s/D)R_g/(1-R_g)\), as in the Mayadas–Shatzkes model. Each channel conductivity is then multiplied by

\[
3\int_0^1\frac{w^2\,dw}{1+\alpha_s/w}=1-\tfrac32\alpha_s+\dots
\]

For \(R_g=0.3\) and \(D=30\) nm, the resistivity without surface scattering is 7.76 μΩ cm. This rise of 25% exceeds the 18% caused by the surfaces at \(d=30\) nm. In a fine-grained film, attributing the whole increase to surfaces would give a wrong path. To first order in \(\alpha_s\) the sum over channels again contains \(\lambda_{\rm eff}\), provided \(R_g\) is the same for both spins; otherwise the factor \(R_g/(1-R_g)\) stays inside the sum, like \(1-p_s\) in part (d). At fixed grain size this term does not depend on \(d\), so to this order a thickness series separates it from the surface term. The example lies beyond this order: \(\alpha_\uparrow=0.21\), the boundaries also shorten the paths that enter the surface loss, and the conductivities at 60 and 120 nm then give 9.1 nm instead of 12.5 nm. In real films the grain size often grows with \(d\). If \(D\propto d\), the grain term also varies as \(1/d\), and a thickness series alone cannot separate it from the surface term.

*Spin mixing.* Spin-flip scattering that favours the forward direction, as by magnons, transfers momentum between the channels; an isotropic spin flip transfers none and only shortens the paths. Model this by adding \((g_s-\bar g_{-s})/\ell\) to the left side of the kinetic equation, where \(\bar g_{-s}=\tfrac34\int(1-\mu^2)g_{-s}\,d\mu\) belongs to the other spin. This form corresponds to a spin-flip rate whose angular dependence contains \(\cos\theta\) and a constant; it is nowhere negative only if the total flip rate is at least \(3/\ell\), so part of \(1/\lambda_s\) must itself be spin-flip scattering and \(\ell\ge2\lambda_s\). The case \(\ell=30\) nm lies at this limit. The mixing resistivity is \(1/(K\ell)\). Solving the coupled equations gives:

- \(\ell=100\) nm (1.24 μΩ cm): bulk 6.48, 30 nm film 7.51 μΩ cm, apparent path 11.3 nm.
- \(\ell=30\) nm (4.14 μΩ cm): bulk 6.90, 30 nm film 7.83 μΩ cm, apparent path 9.6 nm.

The apparent path is \((8d/3)(1-\rho_{\rm bulk}/\rho_{\rm film})\) at \(d=150\) nm. The stronger mixing lowers it by 23%. The figure depends on the form of the mixing term: if the electron keeps its direction on changing spin, so that \(g_{-s}(\mu)\) replaces \(\bar g_{-s}\), the bulk values are unchanged and the apparent paths are 11.4 and 10.0 nm. These shifts are measured against the average built from the unmixed paths, which needs \(\ell\) to be very long compared with both: the apparent path is still 3 to 4% low at \(\ell=300\) nm and 1% low at 1000 nm. Most of the shift disappears if each \(\lambda_s\) is replaced by the bulk value of \(g_s\) with mixing, 13.75 and 5.42 nm for \(\ell=100\) nm, 12 and 6 nm for \(\ell=30\) nm. Then \(\sum g_s^2/\sum g_s\) gives 11.4 and 10.0 nm. For the direction-keeping term and equal \(K\) this is exact in a thick film: the equations read \(\mu\,\partial_zg+Mg=1\) with a symmetric \(2\times2\) matrix \(M\), the bulk solution is \(g=M^{-1}1\), and the surface loss is proportional to \(1^{T}M^{-2}1=\sum g_s^2\). For the angle-averaged term the apparent paths lie 1% and 4% below these values. The values of \(\ell\) used here are illustrative and are not derived for cobalt.

*Anisotropic mass.* If the mass along the film normal is \(r\) times the in-plane mass, the velocities \(v_z\) shrink by \(1/\sqrt r\) at fixed in-plane velocity, and with an isotropic \(\tau\) so does the surface loss. For \(r=1.5\) the coefficient \(3/8=0.375\) becomes 0.306, a reduction of 18%.

*Small effects.* For in-plane magnetization, an internal field of roughly 1.8 T bends the orbits with a radius of about 5100 nm, so \(\lambda_\uparrow\) is 0.3% of the radius. The anisotropic magnetoresistance caused by spin–orbit coupling is a separate effect and is not estimated here. With the free-electron mass, \(k_BT/E_F=0.0035\) at 300 K. The number of occupied subbands, \(k_Fd/\pi\approx134\) at 30 nm, supports the semiclassical treatment.

For these parameters, then, grain boundaries, the stronger spin mixing and mass anisotropy limit the use of \(\lambda_{\rm eff}\), built from the unmixed paths, more than the thick-film expansion of the conductivity does at 30 nm and above, where it lowers the apparent path by about 3% if the bulk value is known (12.1 nm at 30 nm), and by more if the path is taken from a thickness series that starts there (11.8 nm from the conductivities at 30 and 60 nm, 11.5 nm from 30 and 40 nm, a shift comparable with that from the weaker mixing).

## Computed results

```
k_F = 14.0 1/nm, lam_up = 15.0 nm, lam_dn = 5.0 nm, p = 0.0, d = 30 nm
K per channel = 8.0566e+14 S/m^2
rho_up = 8.275, rho_dn = 24.824, rho_0 = 6.206 microohm cm
weights up, down = 0.750, 0.250
lam_eff = 12.500 nm, plain mean = 10.000 nm
beta = 0.500, 1+beta^2 = 1.2500
rho_0*lam_eff = 7.758e-16 ohm m^2, 1/(2K) = 6.206e-16 ohm m^2
slope d rho/d(1/d): seen 29.137, formula 29.091 microohm cm nm
Resistivity in microohm cm: full two-channel | linear conductivity | linear resistivity | one channel lam_eff
d =    10 nm: 9.587 | 11.682 | 9.115 | 9.805
d =    15 nm: 8.479 | 9.027 | 8.146 | 8.580
d =    30 nm: 7.312 | 7.355 | 7.176 | 7.328
d =    60 nm: 6.731 | 6.732 | 6.691 | 6.732
d =   120 nm: 6.458 | 6.458 | 6.449 | 6.458
x at d = 30 nm: 0.15625
film/bulk conductivity, up, 30 nm: full 0.81911, linear 0.81250
film/bulk conductivity, down, 30 nm: full 0.93751, linear 0.93750
fit over 20-100 nm: rho_0 = 6.155 microohm cm, lam = 15.08 nm
spin-dependent p (0.4, 0.0): average of (1-p)lam = 8.000 nm
test with k_dn = 11 1/nm, d = 150 nm: kinetic 13.294 nm, weighted average 13.293 nm
same with spin-dependent p: kinetic 8.318 nm, weighted average 8.317 nm
largest kinetic-formula difference in film/bulk ratio = 3.7e-07
Neglected effects:
mixing length 100 nm (rho_mix = 1.24 microohm cm): bulk 6.476, 30 nm film 7.513 microohm cm, apparent lam at 150 nm = 11.27 nm
mixing length 30 nm (rho_mix = 4.14 microohm cm): bulk 6.896, 30 nm film 7.828 microohm cm, apparent lam at 150 nm = 9.61 nm
grain boundaries (R = 0.3, grain 30 nm), no surfaces: rho = 7.756 microohm cm
surface coefficient: sphere 0.3750, normal mass x 1.5: 0.3062
orbit radius at 1.8 T = 5119 nm, lam_up/radius = 0.0029
E_F (free mass) = 7.47 eV, kT/E_F at 300 K = 0.0035
subbands k_F d/pi = 134
```
